\section*{Ideal Bose Condensation for a Power-Law Density of States}

\section{Physical situation and assumptions}

A fixed number of bosons is cooled in a container. The atoms spread over many excited levels, and each level can hold any number of them. Yet below a certain temperature a finite fraction of all atoms may gather in the lowest level. Whether this happens depends on how many states lie at low energy, so a box and a harmonic trap can behave differently even in the same dimension.

Consider $N$ non-interacting bosons in one internal state. Energies are measured from the ground state, which is non-degenerate; for a trap this removes the zero-point energy. The chemical potential $\mu<0$ is chosen so that the mean particle number is $N$, and all occupations below are mean values. Write $\beta=1/(k_BT)$. The smoothed density of states is
\begin{equation}
g(E)=C\,E^{s-1},\qquad s>0,\quad C>0 .
\label{dos}
\end{equation}
Let $G(E)$ be the number of excited states with energy at most $E$. The thermodynamic limit means $N\to\infty$ and $C\to\infty$ with $N/C$ and $T$ fixed. Equation (\ref{dos}) is used in this precise sense:
\begin{equation}
\frac{G(E)}{C}\to\frac{E^s}{s}\ \text{ at each fixed }E,
\qquad
G(E)\le K\,C\,E^s\ \text{ for all }E>0,
\label{assume}
\end{equation}
with $K$ independent of system size. Both properties are verified below for a periodic cube and a trap of fixed frequency ratios.

The result is that condensation at $T>0$ requires $s>1$, and then
\begin{equation}
k_BT_c=\left[\frac{N}{C\,\Gamma(s)\,\zeta(s)}\right]^{1/s},
\qquad
\frac{N_0}{N}\to 1-\left(\frac{T}{T_c}\right)^{s}\quad(T<T_c),
\label{main}
\end{equation}
where $N_0$ is the ground-state occupation and $\zeta(s)=\sum_{k\ge1}k^{-s}$. For $T\ge T_c$, $N_0/N\to0$.

\section{How many atoms the excited states can hold}

The mean occupation of a state of energy $E$ is
\begin{equation}
n(E)=\frac{1}{e^{\beta(E-\mu)}-1}.
\end{equation}
The ground state must be counted separately, because a smooth density assigns no weight to a single point. Thus $N=N_0+N_{\rm exc}$, with
\begin{equation}
N_0=\frac{1}{e^{-\beta\mu}-1}=\frac{z}{1-z},\qquad z=e^{\beta\mu}<1 .
\label{ground}
\end{equation}
In the smooth approximation, the substitution $E=k_BT\,x$ gives
\begin{equation}
N_{\rm exc}=\int_0^\infty\! C E^{s-1}n(E)\,dE
=C(k_BT)^s\int_0^\infty\frac{x^{s-1}}{z^{-1}e^x-1}\,dx .
\label{smooth}
\end{equation}
One factor $k_BT$ comes from $dE$ and the other $s-1$ from $E^{s-1}$. Since $ze^{-x}<1$, the geometric series gives
\begin{equation}
\frac{1}{z^{-1}e^x-1}=\frac{ze^{-x}}{1-ze^{-x}}=\sum_{k=1}^\infty z^k e^{-kx}.
\end{equation}
All terms are positive, so the sum and the integral may be exchanged. With $u=kx$,
\begin{equation}
\int_0^\infty x^{s-1}e^{-kx}\,dx=k^{-s}\int_0^\infty u^{s-1}e^{-u}\,du=\frac{\Gamma(s)}{k^s},
\end{equation}
and therefore
\begin{equation}
N_{\rm exc}=C(k_BT)^s\,\Gamma(s)\,\mathrm{Li}_s(z),\qquad
\mathrm{Li}_s(z)=\sum_{k=1}^\infty\frac{z^k}{k^s}.
\label{polylog}
\end{equation}

This increases with $z$. Its upper limit as $z\to1$ contains $\mathrm{Li}_s(1)=\zeta(s)$, which is finite if and only if $s>1$. The same condition is visible in the integral. At $z=1$ and small $x$, $e^x-1\approx x$, so the integrand behaves as $x^{s-2}$. Scaling $x$ down by ten multiplies $x^{s-2}dx$ by $10^{-(s-1)}$. Each lower decade of $x$ thus contributes $10^{1-s}$ times the decade above it. For $s=3/2$ this ratio is $0.316$ and the contributions add to a finite value. For $s=1$ it is $1$, and for $s=1/2$ it is $3.16$; in both cases the total diverges.

For $s>1$ the excited states have the finite capacity
\begin{equation}
N_{\max}(T)=C\,\Gamma(s)\,\zeta(s)\,(k_BT)^s .
\label{capacity}
\end{equation}
Setting $N_{\max}(T_c)=N$ and solving for $T_c$ gives the first part of (\ref{main}). Dividing (\ref{capacity}) by its value at $T_c$ gives $N_{\max}(T)/N=(T/T_c)^s$.

\section{From the level sum to the integral}

The true $N_{\rm exc}$ is a sum over discrete levels $E_j$. The integral needs a justification near $\mu=0$, where low levels are heavily occupied. Because $n(\infty)=0$, each term can be written as $n(E_j)=\int_{E_j}^\infty[-n'(E)]\,dE$. At a given $E$, the number of terms that contribute is $G(E)$, so
\begin{equation}
N_{\rm exc}=\sum_j n(E_j)=\int_0^\infty G(E)\,[-n'(E)]\,dE .
\label{parts}
\end{equation}
Differentiation gives
\begin{equation}
-n'(E)=\frac{\beta e^{\beta(E-\mu)}}{\left(e^{\beta(E-\mu)}-1\right)^2}
=\frac{\beta}{4\sinh^2[\beta(E-\mu)/2]}
\le\frac{\beta}{4\sinh^2(\beta E/2)},
\end{equation}
where the inequality uses $\mu\le0$. By (\ref{assume}), the integrand of (\ref{parts}) divided by $C$ is at most $K E^s\beta/[4\sinh^2(\beta E/2)]$. This bound decays exponentially at high energy and behaves as $K k_BT\,E^{s-2}$ at low energy. It is integrable for $s>1$ and does not depend on system size. The limit may then be taken under the integral (dominated convergence), also when $\mu$ itself tends to zero:
\begin{equation}
\frac{N_{\rm exc}}{C}\to\int_0^\infty\frac{E^s}{s}[-n'(E)]\,dE
=\int_0^\infty E^{s-1}n(E)\,dE .
\label{limit}
\end{equation}
The boundary term $-E^s n(E)/s$ vanishes at both ends; for $\mu=0$ it behaves as $E^{s-1}$ near $E=0$. If $\mu$ stays at a fixed negative value, $-n'$ is bounded near $E=0$ and (\ref{limit}) holds for every $s>0$.

\section{The condensate fraction}

\paragraph{Below $T_c$.} Let $s>1$. Since $N_{\rm exc}$ cannot exceed its value at $\mu=0$, the limit of $N_0/N$ is at least $1-(T/T_c)^s>0$. Hence $N_0\to\infty$. Inverting (\ref{ground}) gives
\begin{equation}
-\beta\mu=\ln\!\left(1+\frac1{N_0}\right)\approx\frac1{N_0}\to0 .
\label{mu}
\end{equation}
The excited states are therefore filled to capacity in the limit, $N_{\rm exc}/N\to(T/T_c)^s$, and the remainder is the condensate fraction in (\ref{main}). Atoms added at fixed volume and temperature go to the ground state.

\paragraph{At and above $T_c$.} Suppose $N_0/N$ stayed above some $\delta>0$ for arbitrarily large systems. Then (\ref{mu}) would again force $\mu\to0$ in these systems, and $N_{\rm exc}/N\to(T/T_c)^s\ge1$. The sum $(N_0+N_{\rm exc})/N$ would tend to at least $1+\delta$, which contradicts its value $1$. Hence $N_0/N\to0$.

\paragraph{One state condenses.} Let $E_1$ be the lowest excited energy. The bound in (\ref{assume}) gives $1\le G(E_1)\le KCE_1^s$, so $E_1\ge(KC)^{-1/s}$. With $e^y-1\ge y$,
\begin{equation}
\frac{n(E_1)}{N}\le\frac{1}{N(e^{\beta E_1}-1)}\le\frac{k_BT}{N E_1}
\le\frac{k_BT\,(KC)^{1/s}}{N}\propto N^{1/s-1}.
\label{single}
\end{equation}
This vanishes for $s>1$. Higher states hold fewer atoms each, so no single excited state is macroscopically occupied. If the box shape or the frequency ratios change without limit as $N$ grows, a size-independent $K$ may not exist, and this conclusion has to be re-examined.

\paragraph{The case $s\le1$.} If $N_0/N$ stayed above $\delta>0$, then $\mu\to0$ as before. For any fixed $z'<1$, $N_{\rm exc}/C$ would eventually be at least $\Gamma(s)(k_BT)^s\mathrm{Li}_s(z')$, up to a vanishing error. This can be made larger than the fixed number $N/C$ by taking $z'$ close to $1$, a contradiction. There is no condensation at $T>0$ in this limit. Instead, $z$ tends to the solution $z<1$ of $N/C=\Gamma(s)(k_BT)^s\mathrm{Li}_s(z)$, and $N_0$ stays finite. For $s=1$, $\mathrm{Li}_1(z)=-\ln(1-z)$, so
\begin{equation}
1-z=e^{-N/(Ck_BT)},\qquad N_0\to\frac{z}{1-z}=e^{N/(Ck_BT)}-1 .
\label{sone}
\end{equation}
At $N/(Ck_BT)=5$ this is about $147$ atoms, however large the system. A finite gas can still hold a large share in its ground state when it is cold enough for (\ref{sone}) to become comparable with $N$; the formula then no longer applies.

\section{Constants for the box and the trap}

\paragraph{Periodic box.} For a cube of edge $L$ in $d$ dimensions, $\mathbf p=(2\pi\hbar/L)\mathbf n$ with integer components, and $E=p^2/2m$. Each state occupies a momentum volume $(2\pi\hbar/L)^d$. A ball of radius $\sqrt{2mE}$ has volume $\pi^{d/2}(2mE)^{d/2}/\Gamma(d/2+1)$. To leading order at large $L$,
\begin{equation}
G(E)\simeq\left(\frac{L}{2\pi\hbar}\right)^{d}\frac{(2\pi mE)^{d/2}}{\Gamma(d/2+1)}
=\frac{L^d}{\Gamma(d/2+1)}\left(\frac{mE}{2\pi\hbar^2}\right)^{d/2}.
\end{equation}
Comparison with $CE^s/s$, using $\Gamma(s+1)=s\Gamma(s)$, gives
\begin{equation}
s=\frac d2,\qquad C=\frac{L^d}{\Gamma(d/2)}\left(\frac{m}{2\pi\hbar^2}\right)^{d/2}.
\end{equation}
For the uniform bound, let $\varepsilon=(2\pi\hbar)^2/(2mL^2)$ be the first excited energy and $R=\sqrt{E/\varepsilon}$. There are no excited states for $R<1$. For $R\ge1$ there are at most $(2R+1)^d\le(3R)^d$, which is proportional to $CE^{d/2}$. In three dimensions, with density $\rho=N/L^3$, the factor $\Gamma(3/2)$ cancels in (\ref{main}):
\begin{equation}
k_BT_c=\frac{2\pi\hbar^2}{m}\left[\frac{\rho}{\zeta(3/2)}\right]^{2/3},
\qquad \frac{N_0}{N}=1-\left(\frac{T}{T_c}\right)^{3/2}.
\label{box}
\end{equation}

\paragraph{Harmonic trap.} Here $E=\sum_i\hbar\omega_in_i$ with $n_i=0,1,2,\dots$. Attach to each allowed point $\mathbf n$ the unit cube whose lowest corner is $\mathbf n$. The cubes cover the simplex $\sum_i\hbar\omega_ix_i\le E$, $x_i\ge0$, and lie inside the simplex with $E$ replaced by $E+\sum_i\hbar\omega_i$. Counting the ground state as well,
\begin{equation}
\frac{E^d}{d!\prod_i\hbar\omega_i}\le G(E)+1\le
\frac{\left(E+\sum_i\hbar\omega_i\right)^d}{d!\prod_i\hbar\omega_i}.
\end{equation}
The limit is $\omega_i\to0$ with $N\prod_i\omega_i$ and the frequency ratios fixed. Both sides then agree to leading order. The uniform bound holds because $G=0$ below the smallest quantum, and above it $\sum_i\hbar\omega_i$ is at most a fixed multiple of $E$. Hence
\begin{equation}
s=d,\qquad C=\frac{1}{(d-1)!\prod_i\hbar\omega_i}.
\end{equation}
In three dimensions, $\Gamma(3)=2!$ cancels. With $\bar\omega=(\omega_1\omega_2\omega_3)^{1/3}$,
\begin{equation}
k_BT_c=\hbar\bar\omega\left[\frac{N}{\zeta(3)}\right]^{1/3},
\qquad \frac{N_0}{N}=1-\left(\frac{T}{T_c}\right)^{3}.
\label{trap}
\end{equation}
At given frequencies the mass drops out. A two-dimensional trap has $s=2$ and condenses. A two-dimensional box and a one-dimensional trap have $s=1$ and do not.

\section{Finite particle number}

For finite $N$ the transition is a smooth crossover. The values below are grand-canonical means; for a strictly fixed particle number they differ at small $N$ near $T_c$ (for $1000$ atoms in an isotropic three-dimensional trap at $0.9\,T_c$, $N_0/N=0.080$ instead of $0.093$). The occupations follow from solving
\begin{equation}
N=\sum_{\ell}\frac{d_\ell}{e^{E_\ell/k_BT+y}-1},\qquad y=-\beta\mu>0,
\label{solve}
\end{equation}
where $d_\ell$ is the degeneracy and the ground state is included. The right side decreases with $y$, so the root is unique. At $y=\ln(1+1/N)$ the ground state alone holds $N$ atoms, which gives a safe lower bracket. Since $y\approx1/N_0$ can be tiny, it is best to solve for $\ln y$ and to evaluate $e^a-1$ with a dedicated \texttt{expm1} routine, which avoids cancellation. The numerical check tests the limiting law against such sums. At $T=T_c/2$ they give:

\begin{center}
\begin{tabular}{lccc}
 & $N=10^5$ & $N=10^8$ & limit\\
3D box & 0.6626 & 0.6481 & 0.6464\\
2D trap & 0.7440 & 0.7497 & 0.7500\\
3D trap & 0.8626 & 0.8738 & 0.8750
\end{tabular}
\end{center}

The sign of the error for the three-dimensional trap can be derived at fixed $T<T_c$ and large $N$. Put $b_i=\hbar\omega_i/k_BT\ll1$ and set $\mu=0$, which is sufficient at this order below $T_c$. Expanding $n(E)$ in exponentials and summing over the levels of a three-dimensional trap gives
\begin{equation}
N_{\rm exc}=\sum_{k\ge1}\left[\prod_{i=1}^3\frac{1}{1-e^{-kb_i}}-1\right]
\simeq\frac{\zeta(3)}{b_1b_2b_3}+\frac{\zeta(2)(b_1+b_2+b_3)}{2\,b_1b_2b_3},
\label{correction}
\end{equation}
from $1/(1-e^{-u})=1/u+1/2+O(u)$. The second term is positive, so the excited states hold more atoms than the limiting law allows and $N_0$ is lower. Relative to $N$ it scales as $N^{-1/3}$. Very close to $T_c$ the sign reverses, because the law goes to zero while $N_0$ stays positive; for an isotropic trap with $N=1000$ this happens between $0.99\,T_c$ and $0.999\,T_c$.

For the box, the smooth density places states between zero and $\varepsilon$, where there are none. Their spurious contribution is of order $Ck_BT\int_0^{\varepsilon}E^{-1/2}dE=2Ck_BT\varepsilon^{1/2}$. Since $C\propto\varepsilon^{-3/2}$, this scales as $k_BT/\varepsilon\propto N^{2/3}$, again $N^{-1/3}$ relative to $N$. This estimate gives the order of the error and suggests, without proving it, the positive sign seen in the table. Both refer to the periodic cube. A periodic box with edges in the ratio $4:1:1$ and $N=10^4$ gives $0.643$ at $T_c/2$, below the limit. A cube with hard walls has an error of $0.052$ at $N=10^5$ and $0.017$ at $N=10^7$, which falls more slowly than $N^{-1/3}$.

\section{Worked example}

Take $N=100\,000$ bosons of mass $100$~u at $T=50$~nK. These are round model parameters. Temperatures are given in nanokelvin because the hartree is far too large a unit here.

\paragraph{Box.} An edge of $20~\mu$m gives $\rho=10^5/(20~\mu\mathrm m)^3=12.50~\mu\mathrm m^{-3}$. With $\zeta(3/2)=2.612$, equation (\ref{box}) yields
\begin{equation}
T_c=\frac{2\pi\hbar^2}{mk_B}\left(\frac{12.50~\mu\mathrm m^{-3}}{2.612}\right)^{2/3}=86.55~\mathrm{nK},
\end{equation}
or $k_BT_c=2.741\times10^{-13}$ hartree. Then $T/T_c=50/86.55=0.5777$ and
\begin{equation}
\frac{N_0}{N}=1-0.5777^{3/2}=1-0.4391=0.561 .
\end{equation}
The discrete sum gives $0.580$. The limiting law is low by $0.019$ of the total number. This holds for periodic boundaries; with hard walls the same cube gives $0.622$.

\paragraph{Trap.} Frequencies $\omega_i/2\pi=50$, $100$ and $200$~Hz have geometric mean $100$~Hz, and $\hbar\bar\omega/k_B=4.799$~nK. With $\zeta(3)=1.202$, equation (\ref{trap}) yields
\begin{equation}
T_c=4.799~\mathrm{nK}\times\left(\frac{10^5}{1.202}\right)^{1/3}=209.5~\mathrm{nK},
\end{equation}
or $k_BT_c=6.635\times10^{-13}$ hartree. Then $T/T_c=0.2387$ and
\begin{equation}
\frac{N_0}{N}=1-0.2387^3=1-0.0136=0.986 .
\end{equation}
The discrete sum gives $0.983$. The difference before rounding is $0.0035$ of the total number. The second term of (\ref{correction}), with $b_i=0.0480$, $0.0960$ and $0.1920$, accounts for $0.0031$ of it.

These figures describe an ideal gas. Interactions shift both $T_c$ and the condensate fraction, and their effect must be assessed separately before the formulas are applied to a real gas. In the trap example, a scattering length $a=5$~nm gives a Thomas--Fermi chemical potential $\tfrac12\hbar\bar\omega\,(15Na/a_{\rm ho})^{2/5}$, with $a_{\rm ho}=\sqrt{\hbar/(m\bar\omega)}$, of about $k_B\times85$~nK. This exceeds $k_BT$, so the interaction effect cannot be assumed smaller than the finite-size difference above.

\section*{Computed results}
\begin{verbatim}
Ratio of the contribution of a decade of x to that of the decade above:
  s = 0.5: 3.1623
  s = 1.0: 1.0000
  s = 1.5: 0.3162
  s = 3.0: 0.0100
Counted states / smooth formula:
  box, d = 1: 0.99981
  box, d = 2: 1.00000
  box, d = 3: 1.00000
  trap, d = 2: 1.00100
  trap, d = 3: 1.00300
Discrete sums at T = Tc/2 (N1: one state of the first excited level):
  3D box: limiting law N0/N = 0.64645
    N = 1e+05: N0/N = 0.66263, N1/N = 1.80e-03
    N = 1e+08: N0/N = 0.64806, N1/N = 1.81e-04
  2D trap: limiting law N0/N = 0.75000
    N = 1e+05: N0/N = 0.74398, N1/N = 1.23e-03
    N = 1e+08: N0/N = 0.74967, N1/N = 3.90e-05
  3D trap: limiting law N0/N = 0.87500
    N = 1e+05: N0/N = 0.86262, N1/N = 2.13e-04
    N = 1e+08: N0/N = 0.87381, N1/N = 2.18e-06
Discrete sums at T = 1.2 Tc, N = 1e+06:
  3D box: N0/N = 2.68e-05
  2D trap: N0/N = 4.94e-06
  3D trap: N0/N = 1.66e-06
s = 1 with N/(C kT) = 5: formula N0 = 147.41
  1D trap, N = 10000: N0 = 142.17, N0/N = 1.42e-02
  1D trap, N = 100000: N0 = 146.87, N0/N = 1.47e-03
  2D box, N = 282743: N0 = 147.41, N0/N = 5.21e-04
Example: N = 100000, mass = 100 u, T = 50 nK
  zeta(3/2) = 2.61238, zeta(3) = 1.20206
  box edge = 20 um, density = 12.50 per um^3
  trap frequencies = 50, 100, 200 Hz, geometric mean = 100.0 Hz
  trap quantum h*(mean frequency)/kB = 4.7992 nK
  box: Tc = 86.55 nK, kB*Tc = 2.741e-13 hartree
    T/Tc = 0.5777, (T/Tc)^s = 0.4391, N0/N law = 0.5609
    N0/N from the discrete levels = 0.5796
  trap: Tc = 209.51 nK, kB*Tc = 6.635e-13 hartree
    T/Tc = 0.2387, (T/Tc)^s = 0.0136, N0/N law = 0.9864
    N0/N from the discrete levels = 0.9829
\end{verbatim}
